# The Fröhlich vertex of a cubic diatomic crystal, derived two ways: verification in Python

```python
# Result under test (Hartree atomic units). Cubic diatomic insulator, cell volume Om,
# Born charges +Z,-Z, reduced mass mu, electronic/static (clamped strain) dielectric
# constants eps_inf, eps_0, zone-centre frequencies wTO, wLO. For q -> 0:
#   dipole vertex g = i(4pi/Om) sum_k (q.Z_k e_k)/(sqrt(2 M_k w) eps_inf q^2)
#   wLO^2 - wTO^2 = 4 pi Z^2/(Om mu eps_inf),   eps_0/eps_inf = wLO^2/wTO^2
#   |g_LO|^2 = 2 pi wLO (1/eps_inf - 1/eps_0)/(Om q^2)        (Froehlich vertex)
# At finite q = |q| n the true macroscopic LO vertex over the dipole vertex is
#   1 + i gamma |q| nx ny nz + O(q^2)   (quadrupole term, gamma = 0 with inversion).
# Independent road: polarizable point ions (charges +-Q, polarizabilities al, springs A
# along and B across nearest-neighbour bonds) with bare Coulomb Ewald sums. Z, eps, wTO
# come from definitions at q=0; wLO and g from diagonalization at finite q, where no Z
# or eps enters. A plane-wave test electron gives full matrix elements with all G.
import numpy as np
from scipy.special import erfc, spherical_jn
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import physical_constants as pc, m_e

pi = np.pi
AMU = pc['atomic mass constant'][0] / m_e
MEV = pc['Hartree energy in eV'][0] * 1e3
I3 = np.eye(3)
S = np.tile(I3, (2, 1))
def close(x, y, tol):
    return np.max(np.abs(np.asarray(x) - y)) <= tol * np.max(np.abs(y))
def unit(v):
    v = np.array(v, float)
    return v / np.linalg.norm(v)

class Crystal:
    def __init__(s, a, tau2, A, B, Q, al, mass_u, sigma):
        s.a, s.A, s.B, s.Q, s.al, s.sigma = a, A, B, Q, al, sigma
        lat = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0.]])
        s.Om = abs(np.linalg.det(lat))
        n = np.arange(-6, 7)
        N = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
        s.R, s.G = N @ lat, N @ (2 * pi * np.linalg.inv(lat).T)
        s.tau = [np.zeros(3), a * np.array(tau2)]
        d = s.R + s.tau[1]
        r = np.linalg.norm(d, axis=1)
        s.bonds = d[r < 1.001 * r.min()]
        s.m = np.array(mass_u) * AMU
        s.M6 = np.repeat(s.m, 3)
        s.Qm = np.diag(np.repeat([Q, -Q], 3))
        s.ainv = np.diag(np.repeat(1 / np.array(al), 3))
        s.pw = s.G[np.linalg.norm(s.G, axis=1) < 3.0]
        s.dG = s.pw[:, None, :] - s.pw[None, :, :]
        g2 = (s.dG ** 2).sum(-1)
        sf = Q * (1 - np.exp(-1j * s.dG @ s.tau[1]))
        s.V0 = -4 * pi / s.Om * sf * np.exp(-g2 * sigma ** 2 / 2) / np.where(g2 > 1e-12, g2, 1)
    def T(s, q, eta=0.35):  # field at site k from a dipole wave on k'; at q=0 macroscopic E=0
        out = np.zeros((6, 6), complex)
        K = q + s.G
        K2 = (K ** 2).sum(1)
        ok = K2 > 1e-20
        K, K2, G = K[ok], K2[ok], s.G[ok]
        c = 2 * eta / np.sqrt(pi)
        for i in range(2):
            for j in range(2):
                dt = s.tau[i] - s.tau[j]
                rv = dt - s.R
                r = np.linalg.norm(rv, axis=1)
                rv, r = rv[r > 1e-9], r[r > 1e-9]
                nv, ex, ph = rv / r[:, None], c * np.exp(-(eta * r) ** 2), np.exp(-1j * rv @ q)
                h1 = -erfc(eta * r) / r ** 3 - ex / r ** 2
                h2 = 2 * erfc(eta * r) / r ** 3 + ex * (2 / r ** 2 + 2 * eta ** 2)
                t = (nv.T * ((h2 - h1) * ph)) @ nv + I3 * (h1 * ph).sum()
                w = np.exp(-K2 / (4 * eta ** 2)) / K2 * np.exp(1j * G @ dt)
                t = t - 4 * pi / s.Om * (K.T * w) @ K
                if i == j:
                    t = t + 2 * c * eta ** 2 / 3 * I3
                out[3 * i:3 * i + 3, 3 * j:3 * j + 3] = t
        return out
    def Phi(s, q):
        on, off = np.zeros((3, 3)), np.zeros((3, 3), complex)
        for b in s.bonds:
            f = s.B * I3 + (s.A - s.B) * np.outer(unit(b), unit(b))
            on = on + f
            off = off - f * np.exp(1j * b @ q)
        return np.block([[on, off], [off.conj().T, on]])
    def respond(s, q, E, w=0.0, free=range(6)):  # total site dipoles in field E
        T, Q = s.T(q), s.Qm
        H = np.block([[s.Phi(q) - Q @ T @ Q - w ** 2 * np.diag(s.M6), -Q @ T], [-T @ Q, s.ainv - T]])
        idx = list(free) + list(range(6, 12))
        x = np.zeros((12,) + E.shape[1:], complex)
        x[idx] = np.linalg.solve(H[np.ix_(idx, idx)], np.concatenate([Q @ E, E])[idx])
        return Q @ x[:6] + x[6:]
    def eps_tensor(s, w, free):
        return (I3 + 4 * pi / s.Om * S.T @ s.respond(np.zeros(3), S, w, free)).real
    def eps_long(s, q, free):  # external over total macroscopic potential
        d = s.respond(q, np.tile(-1j * q, 2), 0.0, free)
        return (1 / (1 - 4j * pi * (q @ (S.T @ d)) / (s.Om * (q @ q)))).real
    def dyn(s, q):
        T, Q = s.T(q), s.Qm
        XTQ = np.linalg.solve(s.ainv - T, T @ Q)
        D = (s.Phi(q) - Q @ T @ Q - Q @ T @ XTQ) / np.sqrt(np.outer(s.M6, s.M6))
        assert close(D.conj().T, D, 1e-11)
        w2, e = np.linalg.eigh((D + D.conj().T) / 2)
        return w2, e, Q + XTQ
    def modes(s, q):  # frequencies, eigenvectors, zero-point dipoles, macroscopic vertex
        w2, e, dip = s.dyn(q)
        assert w2.min() > 0
        w = np.sqrt(w2)
        d = dip @ (e / np.sqrt(2 * np.outer(s.M6, w)))
        return w, e, d, 4j * pi * (q @ S.T @ d) / (s.Om * (q @ q))
    def bands(s, k):
        return np.linalg.eigh(s.V0 + np.diag(((k + s.pw) ** 2).sum(1) / 2))
    def g_full(s, k, q):  # |<m,k+q|dV_nu|0,k>|^2
        d = s.modes(q)[2]
        K = q + s.dG
        K2 = (K ** 2).sum(-1)
        W = 4j * pi / s.Om * np.exp(-K2 * s.sigma ** 2 / 2) / K2
        V = sum((W * np.exp(-1j * s.dG @ s.tau[i]))[..., None] * (K @ d[3 * i:3 * i + 3]) for i in range(2))
        vec = np.einsum('abv,b->av', V, s.bands(k)[1][:, 0])
        return abs(s.bands(k + q)[1].conj().T @ vec) ** 2

# Fourier transform of the dipole potential cos(theta)/r^2 equals -4 pi i/q
for x in (0.4, 1.7, 6.0):
    ang = 2 * pi * quad(lambda c: -c * np.sin(x * c), -1, 1)[0]
    assert close(ang, -4 * pi * spherical_jn(1, x), 1e-10)
qf = 0.3
rad = (quad(lambda r: spherical_jn(1, qf * r), 0, 5)[0]
       + quad(lambda r: 1 / (qf * r) ** 2, 5, np.inf, weight='sin', wvar=qf)[0]
       - quad(lambda r: 1 / (qf * r), 5, np.inf, weight='cos', wvar=qf)[0])
assert close(rad, 1 / qf, 1e-6)

def analyse(c):
    z, Om = np.zeros(3), c.Om
    L = 4 * pi / (3 * Om)
    qt = np.array([0.11, 0.05, -0.23])
    assert close(c.T(qt, 0.3), c.T(qt, 0.4), 1e-10)
    assert close(c.T(z), L * S @ S.T, 1e-10)
    w2, e0, dip = c.dyn(z)
    Zt = (S.T @ dip).real  # cell dipole per sublattice displacement
    Z = Zt[0, 0]
    assert close(Zt, np.hstack([Z * I3, -Z * I3]), 1e-10)
    force = c.Qm @ (S + c.T(z) @ c.respond(z, S, 0.0, []))  # force per field, ions clamped
    assert close(force.real.T, Zt, 1e-10)
    ei, e0t = c.eps_tensor(0.0, []), c.eps_tensor(0.0, range(3))
    epsi, eps0 = ei[0, 0], e0t[0, 0]
    assert close(ei, epsi * I3, 1e-10) and close(e0t, eps0 * I3, 1e-10)
    wT = np.sqrt(w2[5])
    assert close(w2[3:], wT ** 2, 1e-10) and abs(w2[:3]).max() < 1e-10 * wT ** 2
    mu, Ksr, y = c.m.prod() / c.m.sum(), c.Phi(z)[0, 0].real, L * sum(c.al)
    assert close(epsi, (1 + 2 * y) / (1 - y), 1e-10) and close(Z, c.Q * (epsi + 2) / 3, 1e-10)
    assert close(mu * wT ** 2, Ksr - L * c.Q * Z, 1e-10)
    for f in (0.5, 1.3, 3.0):
        assert close(c.eps_tensor(f * wT, range(6))[0, 0],
                     epsi + 4 * pi * Z ** 2 / (Om * mu * wT ** 2 * (1 - f * f)), 1e-9)
    wzero = brentq(lambda w: c.eps_tensor(w, range(6))[0, 0], 1.01 * wT, 5 * wT, xtol=1e-15)
    kap, o = 1 / epsi - 1 / eps0, {}
    def over_born(q):  # complex LO vertex of the lattice model over the Born dipole formula
        w, e, d, g = c.modes(q)
        born = 4j * pi / Om * (q @ Zt @ (e[:, 5] / np.sqrt(2 * c.M6 * w[5]))) / (epsi * (q @ q))
        return g[5] / born
    # q a = 1e-3, so O(q^2) corrections lie near 1e-6 or below
    for name, n in (('100', (1, 0, 0)), ('111', (1, 1, 1)), ('gen', (1, 2, -4))):
        n = unit(n)
        q = 1e-4 * n
        w, e, d, g = c.modes(q)
        wL = w[5]
        assert close(w[3:5], wT, 1e-5) and close(wL, wzero, 1e-5)
        assert close(wL ** 2 - wT ** 2, 4 * pi * Z ** 2 / (Om * mu * epsi), 1e-5)
        assert close(wL ** 2 / wT ** 2, eps0 / epsi, 1e-5)
        eL = np.concatenate([n * np.sqrt(c.m[1]), -n * np.sqrt(c.m[0])]) / np.sqrt(c.m.sum())
        assert abs(abs(eL @ e[:, 5]) - 1) < 1e-5
        r1, r2 = over_born(q), over_born(2 * q)
        assert abs(r1.real - 1) < 1e-5
        assert close(abs(g[5]), 4 * pi * Z / (Om * epsi * 1e-4 * np.sqrt(2 * mu * wL)), 1e-5)
        assert close(abs(g[5]) ** 2 * 1e-8, 2 * pi * wL * kap / Om, 1e-5)
        assert (abs(g[3:5]) ** 2).sum() < 1e-5 * abs(g[5]) ** 2
        eq_i, eq_0 = c.eps_long(q, []), c.eps_long(q, range(6))
        part = Om * 1e-8 / (2 * pi) * abs(g) ** 2 / w
        assert close(eq_i, epsi, 1e-5) and close(part.sum(), 1 / eq_i - 1 / eq_0, 1e-5)
        o[name] = (eq_0, part[5], part[:3].sum(), r1.imag, r2.imag, n.prod())
    C2 = abs(g[5]) ** 2 * 1e-8
    cF = 2 * pi * wL * kap / Om
    k, n = np.array([0.05, 0.11, 0.17]), unit((1, 2, -4))
    ga, gb = c.g_full(k, 0.004 * n), c.g_full(k, 0.002 * n)
    ea, eb = ga[0, 5] * 0.004 ** 2 / cF - 1, gb[0, 5] * 0.002 ** 2 / cF - 1
    assert abs(eb) < 1e-3 and abs(ea / eb - 4) < 0.3
    assert gb[0, 3:5].sum() < 1.1 * ga[0, 3:5].sum() + 1e-20      # TO does not grow
    assert close(gb[1:, 5].sum(), ga[1:, 5].sum(), 0.1)            # interband stays finite
    o.update(Z=Z, epsi=epsi, eps0=eps0, wT=wT, wL=wL, mu=mu, K=Ksr, L=L, kap=kap, C2=C2, cF=cF,
             ratio=ea / eb, to=gb[0, 3:5].sum() / gb[0, 5], inter=gb[1:, 5].sum() / gb[0, 5], wz=wzero)
    return o

rs = Crystal(10.0, (0.5, 0, 0), 0.03, 0.0, 1.0, (5.0, 15.0), (25.0, 35.0), 1.0)
zb = Crystal(10.0, (0.25, 0.25, 0.25), 0.08, 0.02, 1.0, (5.0, 15.0), (25.0, 35.0), 1.0)
r, t = analyse(rs), analyse(zb)
for nm in ('100', '111', 'gen'):
    assert close(r[nm][0], r['eps0'], 1e-5)
    assert abs(r[nm][3]) < 1e-8                     # inversion: no quadrupole phase
assert close(t['100'][0], t['eps0'], 1e-5) and t['111'][0] > 1.001 * t['eps0']
# quadrupole phase in zincblende: zero along [100], nonzero, linear in q, angular form nx ny nz
assert abs(t['100'][3]) < 1e-8 and abs(t['111'][3]) > 1e-6
gam = {nm: t[nm][3] / (1e-4 * t[nm][5]) for nm in ('111', 'gen')}
for nm in ('111', 'gen'):
    assert close(t[nm][4], 2 * t[nm][3], 1e-3)
assert close(gam['gen'], gam['111'], 1e-3)

h = 1e-3
E = [rs.bands(np.array([x, 0, 0]))[0][0] for x in (-h, 0, h)]
ms = h * h / (E[0] + E[2] - 2 * E[1])
aF = r['kap'] * np.sqrt(ms / (2 * r['wL']))
dE = -rs.Om / (2 * pi ** 2) * quad(lambda q: r['C2'] / (r['wL'] + q * q / (2 * ms)), 0, np.inf,
                                   epsabs=0, epsrel=1e-10)[0]
assert close(dE, -aF * r['wL'], 1e-5)

P = print
P(f"rocksalt: a = {rs.a:g} bohr, Omega = {rs.Om:.2f} bohr^3, Q = {rs.Q:g} e")
P(f"polarizabilities = {rs.al[0]:g}, {rs.al[1]:g} bohr^3; sigma = {rs.sigma:g} bohr")
P(f"springs A = {rs.A:g}, B = {rs.B:g}, K = {r['K']:.4f} Ha/bohr^2")
P(f"masses = {rs.m[0]/AMU:g}, {rs.m[1]/AMU:g} u = {rs.m[0]:.1f}, {rs.m[1]:.1f} m_e")
P(f"mu = {r['mu']:.1f} m_e; plane waves = {len(rs.pw)}")
P(f"Lorentz L = {r['L']:.6f} bohr^-3; L*(al1+al2) = {r['L']*sum(rs.al):.5f}")
P(f"eps_inf = {r['epsi']:.5f}; eps_0 = {r['eps0']:.5f}; Z* = {r['Z']:.5f} e")
P(f"eigenvector |e1| = {np.sqrt(rs.m[1]/rs.m.sum()):.5f}, |e2| = {np.sqrt(rs.m[0]/rs.m.sum()):.5f}")
P(f"mu wTO^2 = {r['mu']*r['wT']**2:.6f}, mu wLO^2 = {r['mu']*r['wL']**2:.6f} Ha/bohr^2")
P(f"4 pi Z^2/(Om eps_inf) = {4*pi*r['Z']**2/(rs.Om*r['epsi']):.6f} Ha/bohr^2")
P(f"wTO = {r['wT']:.5e} Ha = {r['wT']*MEV:.3f} meV")
P(f"wLO (finite q) = {r['wL']:.5e} Ha = {r['wL']*MEV:.3f} meV")
P(f"zero of eps(w) = {r['wz']:.5e} Ha")
P(f"wLO^2/wTO^2 = {(r['wL']/r['wT'])**2:.5f}; eps_0/eps_inf = {r['eps0']/r['epsi']:.5f}")
P(f"1/eps_inf = {1/r['epsi']:.5f}; 1/eps_0 = {1/r['eps0']:.5f}; difference = {r['kap']:.5f}")
P(f"zero-point amplitude 1/sqrt(2 mu wLO) = {1/np.sqrt(2*r['mu']*r['wL']):.5f} bohr")
P(f"q^2|g|^2 lattice model, q=1e-4 = {r['C2']:.5e} Ha^2/bohr^2")
P(f"q^2|g|^2 Froehlich = {r['cF']:.5e} Ha^2/bohr^2")
P(f"q|g| Froehlich = {np.sqrt(r['cF']):.5e} Ha/bohr = {np.sqrt(r['cF'])*MEV:.3f} meV/bohr")
P("k=0, q along [111]: q (1/bohr), |g| full (Ha), |g| Froehlich (Ha), ratio")
for q in (0.01, 0.02, 0.05, 0.1):
    gf, gF = np.sqrt(rs.g_full(np.zeros(3), q * unit((1, 1, 1)))[0, 5]), np.sqrt(r['cF']) / q
    P(f"  {q:.2f}  {gf:.5e}  {gF:.5e}  {gf/gF:.5f}")
P("k=(0.05,0.11,0.17) 1/bohr, q along (1,2,-4), q=0.004 and 0.002 1/bohr:")
for nm, o in (('rocksalt', r), ('zincblende', t)):
    P(f"  {nm}: error ratio = {o['ratio']:.3f}; at 0.002 TO/LO = {o['to']:.2e}, inter/intra = {o['inter']:.2e}")
P(f"m* = {ms:.4f} m_e; alpha_F = {aF:.4f}")
P(f"second-order shift = {dE:.5e} Ha = {dE*MEV:.2f} meV")
P(f"zincblende: A = {zb.A:g}, B = {zb.B:g}, K = {t['K']:.4f} Ha/bohr^2, other inputs equal")
P(f"zb eps_inf = {t['epsi']:.5f}; Z* = {t['Z']:.5f} e; clamped eps_0 = {t['eps0']:.5f}")
P(f"zb wTO = {t['wT']:.5e} Ha; wLO = {t['wL']:.5e} Ha")
P(f"zb 1/eps_inf - 1/eps_0 = {t['kap']:.5f}")
P(f"zb q^2|g|^2 model = {t['C2']:.5e}, Froehlich = {t['cF']:.5e} Ha^2/bohr^2")
for nm in ('100', '111'):
    P(f"zb [{nm}]: static eps_L = {t[nm][0]:.5f}; LO part = {t[nm][1]:.5f}; acoustic part = {t[nm][2]:.5f}")
P(f"zb Im(g/g_dipole) along [111]: q=1e-4: {t['111'][3]:.4e}; q=2e-4 1/bohr: {t['111'][4]:.4e}")
P(f"zb gamma from [111] = {gam['111']:.4f} bohr; from (1,2,-4) = {gam['gen']:.4f} bohr")
P("checks complete")
```

Printed output:

```
rocksalt: a = 10 bohr, Omega = 250.00 bohr^3, Q = 1 e
polarizabilities = 5, 15 bohr^3; sigma = 1 bohr
springs A = 0.03, B = 0, K = 0.0600 Ha/bohr^2
masses = 25, 35 u = 45572.2, 63801.1 m_e
mu = 26583.8 m_e; plane waves = 113
Lorentz L = 0.016755 bohr^-3; L*(al1+al2) = 0.33510
eps_inf = 2.51198; eps_0 = 5.77919; Z* = 1.50399 e
eigenvector |e1| = 0.76376, |e2| = 0.64550
mu wTO^2 = 0.034800, mu wLO^2 = 0.080064 Ha/bohr^2
4 pi Z^2/(Om eps_inf) = 0.045263 Ha/bohr^2
wTO = 1.14415e-03 Ha = 31.134 meV
wLO (finite q) = 1.73544e-03 Ha = 47.224 meV
zero of eps(w) = 1.73544e-03 Ha
wLO^2/wTO^2 = 2.30065; eps_0/eps_inf = 2.30065
1/eps_inf = 0.39809; 1/eps_0 = 0.17303; difference = 0.22506
zero-point amplitude 1/sqrt(2 mu wLO) = 0.10411 bohr
q^2|g|^2 lattice model, q=1e-4 = 9.81620e-06 Ha^2/bohr^2
q^2|g|^2 Froehlich = 9.81620e-06 Ha^2/bohr^2
q|g| Froehlich = 3.13308e-03 Ha/bohr = 85.255 meV/bohr
k=0, q along [111]: q (1/bohr), |g| full (Ha), |g| Froehlich (Ha), ratio
  0.01  3.13334e-01  3.13308e-01  1.00008
  0.02  1.56707e-01  1.56654e-01  1.00033
  0.05  6.27924e-02  6.26616e-02  1.00209
  0.10  3.15895e-02  3.13308e-02  1.00826
k=(0.05,0.11,0.17) 1/bohr, q along (1,2,-4), q=0.004 and 0.002 1/bohr:
  rocksalt: error ratio = 3.982; at 0.002 TO/LO = 1.04e-12, inter/intra = 6.18e-06
  zincblende: error ratio = 3.997; at 0.002 TO/LO = 2.55e-09, inter/intra = 5.49e-06
m* = 1.0807 m_e; alpha_F = 3.9713
second-order shift = -6.89194e-03 Ha = -187.54 meV
zincblende: A = 0.08, B = 0.02, K = 0.1600 Ha/bohr^2, other inputs equal
zb eps_inf = 2.51198; Z* = 1.50399 e; clamped eps_0 = 3.35545
zb wTO = 2.25184e-03 Ha; wLO = 2.60258e-03 Ha
zb 1/eps_inf - 1/eps_0 = 0.10007
zb q^2|g|^2 model = 6.54558e-06, Froehlich = 6.54558e-06 Ha^2/bohr^2
zb [100]: static eps_L = 3.35545; LO part = 0.10007; acoustic part = 0.00000
zb [111]: static eps_L = 3.74747; LO part = 0.10007; acoustic part = 0.03118
zb Im(g/g_dipole) along [111]: q=1e-4: -7.7424e-05; q=2e-4 1/bohr: -1.5485e-04
zb gamma from [111] = -4.0231 bohr; from (1,2,-4) = -4.0231 bohr
checks complete
```
